**Hakki-Paoli and Cassidy gain extraction with finite spectrometer resolution**

The program recovers the net modal gain $g$ from fringes $K/(1+a^2-2a\cos\phi)$, where $a=Re^{gL}$, $L$ is the cavity length, $R$ the geometric mean facet reflectivity and $\phi$ the round-trip phase. It asserts the fringe formula against an explicit sum over passes and sources, and both sharp-fringe inversions against sampled fringes. For Gaussian and rectangular responses of small rms phase width $\sigma$, it asserts the leading biases $-(\sigma^2/2L)(1+a^2)/(1-a^2)$ for Hakki-Paoli and $-(\sigma^2/2L)(1-a)/(1+a)$ for Cassidy. For a Lorentzian of half width $\gamma$, it asserts that both methods return $ae^{-\gamma}$ within numerical tolerance. Further assertions cover the near-threshold limit, coarse sampling, and the increase of both correction ratios with $a$ on a grid. In the synthetic spectrum with a 6 GHz Gaussian response, the raw biases at the central mode are −1.111 cm⁻¹ for Hakki-Paoli and −0.024 cm⁻¹ for Cassidy. Correction with the known response brings both within 0.001 cm⁻¹ of the true gain at the five modes analysed, while a Lorentzian of equal full width biases both raw estimates by −5.030 cm⁻¹.

## Verification by program

```python
"""Net gain from Fabry-Perot spontaneous-emission fringes.

Result under test: fringe intensity K/(1+a^2-2a cos(phase)), a=R exp(gL),
gives a from peak/valley (Hakki-Paoli, HP) or period mean/valley (Cassidy).
For a narrow response of rms phase width sigma the gain biases are
HP:      -(sigma^2/2L)(1+a^2)/(1-a^2)
Cassidy: -(sigma^2/2L)(1-a)/(1+a),
while a Lorentzian of half width gamma biases both by exactly -gamma/L.
g: net modal power gain, L: cavity length, R: geometric mean reflectivity.
"""
import numpy as np
from scipy.constants import c
from scipy.integrate import trapezoid
from scipy.optimize import brentq

length = 0.05                 # cm
R1, R2 = 0.20, 0.45
R = np.sqrt(R1 * R2)
group_index = 4.0
fwhm_GHz = 6.0
peak_gain = 22.0              # cm^-1
gain_drop = 14.0              # cm^-1 at forty modes from the centre
fsr_GHz = c / (2 * group_index * length * 1e-2) / 1e9
phase_fwhm = 2 * np.pi * fwhm_GHz / fsr_GHz
sigma = phase_fwhm / (2 * np.sqrt(2 * np.log(2)))


def fringe(phase, a):
    return 1 / (1 + a * a - 2 * a * np.cos(phase))


def blurred(a, phase, width, shape="gauss"):
    """Direct convolution integral; width is the rms phase width."""
    half = 9 * width if shape == "gauss" else np.sqrt(3) * width
    x = np.linspace(-half, half, 200001)
    if shape == "gauss":
        kernel = np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2*np.pi))
    else:
        kernel = np.full_like(x, 1 / (2 * half))
    return trapezoid(kernel * fringe(phase - x, a), x)


def invert_hp(peak_valley):
    s = np.sqrt(peak_valley)
    return (s - 1) / (s + 1)


def invert_sum(mean_valley):
    return (mean_valley - 1) / (mean_valley + 1)


def gain(a):
    return np.log(a / R) / length


def series(a, phase, width):
    """Gaussian-blurred fringe divided by its period mean."""
    n = np.arange(1, 401)
    return 1 + 2 * np.sum(a**n * np.exp(-(n * width)**2 / 2)
                          * np.cos(n * phase))


def model_hp(a):
    return series(a, 0, sigma) / series(a, np.pi, sigma)


def model_sum(a):
    return 1 / series(a, np.pi, sigma)


# Distributed sources: explicit multiple passes and position integral.
G = np.exp(peak_gain * length)
a0 = R * G
points = 100000
z = (np.arange(points) + 0.5) * length / points
source_error = 0.0
for phase in (0.0, 1.0, np.pi):
    k = (2 * np.pi * 2500 + phase) / (2 * length)
    kappa = peak_gain / 2 + 1j * k
    loop = R * np.exp(2 * kappa * length)
    passes = np.sum(loop ** np.arange(500))
    wave = (np.exp(kappa * (length - z))
            + np.sqrt(R1) * np.exp(kappa * (length + z))) * passes
    direct = (1 - R2) * np.mean(np.abs(wave)**2) * length
    formula = ((1 - R2) * (1 + R1 * G) * (G - 1) / peak_gain
               * fringe(phase, a0))
    source_error = max(source_error, abs(direct / formula - 1))
assert source_error < 2e-4

# Sharp fringe: numerical mean and extrema return the chosen a.
grid = 2 * np.pi * np.arange(2000) / 2000
for a in (0.3, 0.6, 0.9):
    sharp = fringe(grid, a)
    assert abs(invert_hp(sharp.max() / sharp.min()) - a) < 1e-12
    assert abs(invert_sum(sharp.mean() / sharp.min()) - a) < 1e-12

# Harmonic series and conservation of the mean against direct convolution.
for phase in (0.0, 1.0, np.pi):
    direct = blurred(a0, phase, sigma) * (1 - a0**2)
    assert abs(direct / series(a0, phase, sigma) - 1) < 1e-9
phases = 2 * np.pi * np.arange(64) / 64
mean_blurred = np.mean([blurred(a0, p, sigma) for p in phases])
assert abs(mean_blurred * (1 - a0**2) - 1) < 1e-9

# Leading biases for two different finite-variance responses.
small = 0.005
for shape in ("gauss", "slit"):
    for a in (0.3, 0.6, 0.8):
        top = blurred(a, 0, small, shape)
        low = blurred(a, np.pi, small, shape)
        shift_hp = np.log(invert_hp(top / low) / a)
        shift_sum = np.log(invert_sum(1 / (1 - a*a) / low) / a)
        law_hp = -small**2 / 2 * (1 + a*a) / (1 - a*a)
        law_sum = -small**2 / 2 * (1 - a) / (1 + a)
        assert abs(shift_hp / law_hp - 1) < 0.01
        assert abs(shift_sum / law_sum - 1) < 0.01
        assert abs(shift_hp / shift_sum / ((1+a*a)/(1-a)**2) - 1) < 0.01

# Near-threshold limit of HP with a Gaussian response.
near_width, distance = 0.1, 1e-4
a_near = 1 - distance
near_ratio = (blurred(a_near, 0, near_width)
              / blurred(a_near, np.pi, near_width))
near_direct = 1 - invert_hp(near_ratio)
near_law = np.sqrt(np.sqrt(2 / np.pi) * near_width * distance)
assert abs(near_direct / near_law - 1) < 0.01

# Lorentzian: sum its wings over many fringe periods, then convolve.
gamma = phase_fwhm / 2
wrapped = np.zeros_like(grid)
for turn in range(-20000, 20001):
    wrapped += gamma / np.pi / ((grid + 2*np.pi*turn)**2 + gamma**2)
step = grid[1]
lor_peak = step * np.sum(wrapped * fringe(-grid, a0))
lor_valley = step * np.sum(wrapped * fringe(np.pi - grid, a0))
lor_hp = invert_hp(lor_peak / lor_valley)
lor_sum = invert_sum(1 / (1 - a0**2) / lor_valley)
assert abs(lor_hp / (a0 * np.exp(-gamma)) - 1) < 2e-5
assert abs(lor_sum / (a0 * np.exp(-gamma)) - 1) < 2e-5

# Coarse sampling of a period, sharp and blurred.
coarse = 20
for offset in (0.0, 0.05, 0.13):
    sample_phase = offset + 2 * np.pi * np.arange(coarse) / coarse
    factor = np.mean(fringe(sample_phase, a0)) * (1 - a0**2)
    q = a0**coarse
    law = (1 - q*q) / (1 + q*q - 2*q*np.cos(coarse * offset))
    assert abs(factor / law - 1) < 1e-11
coarse_phase = 2 * np.pi * np.arange(coarse) / coarse
sharp_alias = np.mean(fringe(coarse_phase, a0)) * (1 - a0**2) - 1
blur_alias = np.mean([blurred(a0, p, sigma) for p in coarse_phase])
blur_alias = blur_alias * (1 - a0**2) - 1
assert abs(blur_alias) < 0.01 * sharp_alias

# The correction has one solution on the range used.
trial = np.linspace(0.01, 0.999, 500)
assert np.all(np.diff([model_hp(a) for a in trial]) > 0)
assert np.all(np.diff([model_sum(a) for a in trial]) > 0)

# Synthetic spectrum with varying gain and spontaneous envelope.
per_mode, edge = 200, 43
mode_axis = np.arange(-edge * per_mode, edge * per_mode + 1) / per_mode
true_gain = peak_gain - gain_drop * (mode_axis / 40)**2
single_pass = np.exp(true_gain * length)
envelope = (np.exp(-(mode_axis / 80)**2) * (1 - R2)
            * (1 + R1 * single_pass) * (single_pass - 1) / true_gain)
sharp_spectrum = envelope * fringe(2*np.pi*mode_axis, R * single_pass)
phase_step = 2 * np.pi / per_mode
reach = int(np.ceil(9 * sigma / phase_step))
x = np.arange(-reach, reach + 1) * phase_step
response = np.exp(-x**2 / (2*sigma**2)) / (sigma*np.sqrt(2*np.pi))
measured = np.convolve(sharp_spectrum, response * phase_step, mode="same")


def extract(spectrum, mode):
    centre = (mode + edge) * per_mode
    half, window = per_mode // 2, per_mode // 8
    top = spectrum[centre-window:centre+window+1].max()
    left = spectrum[centre-half-window:centre-half+window+1].min()
    right = spectrum[centre+half-window:centre+half+window+1].min()
    valley = (left + right) / 2
    mean = trapezoid(spectrum[centre-half:centre+half+1]) / per_mode
    return top / valley, mean / valley


rows = []
sharp_error = corrected_error = 0.0
for mode in (0, 10, 20, 30, 40):
    truth = peak_gain - gain_drop * (mode / 40)**2
    p_sharp, m_sharp = extract(sharp_spectrum, mode)
    for value in (gain(invert_hp(p_sharp)), gain(invert_sum(m_sharp))):
        sharp_error = max(sharp_error, abs(value - truth))
    p, m = extract(measured, mode)
    raw_hp, raw_sum = gain(invert_hp(p)), gain(invert_sum(m))
    fix_hp = gain(brentq(lambda a: model_hp(a) - p, 0.01, 0.999))
    fix_sum = gain(brentq(lambda a: model_sum(a) - m, 0.01, 0.999))
    corrected_error = max(corrected_error, abs(fix_hp - truth),
                          abs(fix_sum - truth))
    assert raw_hp < raw_sum < truth
    a = R * np.exp(truth * length)
    law_hp = -sigma**2 / (2*length) * (1 + a*a) / (1 - a*a)
    law_sum = -sigma**2 / (2*length) * (1 - a) / (1 + a)
    rows.append((mode, truth, a, p, m, raw_hp, raw_sum,
                 fix_hp, fix_sum, law_hp, law_sum))
assert sharp_error < 0.05
assert corrected_error < 0.05

print(f"Cavity length: {length:.3f} cm; group index: {group_index:.1f}")
print(f"R1, R2, R: {R1:.2f}, {R2:.2f}, {R:.3f}")
print(f"Threshold net gain: {-np.log(R)/length:.3f} cm^-1")
print(f"Fringe spacing: {fsr_GHz:.3f} GHz")
print(f"Instrument FWHM: {fwhm_GHz:.2f} GHz = {phase_fwhm:.4f} rad")
print(f"Gaussian rms phase width: {sigma:.4f} rad")
print(f"Source-formula largest relative error: {source_error:.2e}")
print(f"Samples per fringe in synthetic spectrum: {per_mode}")
for row in rows:
    mode, truth, a, p, m, hp, ms, fhp, fms, lhp, lms = row
    print(f"Mode {mode}: true gain {truth:.3f} cm^-1; a {a:.4f}")
    print(f"  peak/valley {p:.3f}; mean/valley {m:.3f}")
    print(f"  raw gain HP {hp:.3f}, Cassidy {ms:.3f} cm^-1")
    print(f"  raw bias HP {hp-truth:.3f}, Cassidy {ms-truth:.3f} cm^-1")
    print(f"  small-width bias HP {lhp:.3f}, Cassidy {lms:.3f} cm^-1")
    print(f"  corrected HP {fhp:.3f}, Cassidy {fms:.3f} cm^-1")
print(f"Largest error, unblurred extraction: {sharp_error:.4f} cm^-1")
print(f"Largest error, corrected extraction: {corrected_error:.4f} cm^-1")
print(f"Lorentzian half width: {gamma:.4f} rad")
print(f"Lorentzian bias HP: {gain(lor_hp)-peak_gain:.3f} cm^-1")
print(f"Lorentzian bias Cassidy: {gain(lor_sum)-peak_gain:.3f} cm^-1")
print(f"Near threshold: sigma {near_width:.2f} rad, 1-a {distance:.1e}")
print(f"  1-a_HP direct {near_direct:.6f}, limit law {near_law:.6f}")
print(f"Mean error with {coarse} samples, sharp: {100*sharp_alias:.3f} %")
print(f"Mean error with {coarse} samples, blurred: {100*blur_alias:.5f} %")
print("verified")
```

Printed output:

```
Cavity length: 0.050 cm; group index: 4.0
R1, R2, R: 0.20, 0.45, 0.300
Threshold net gain: 24.079 cm^-1
Fringe spacing: 74.948 GHz
Instrument FWHM: 6.00 GHz = 0.5030 rad
Gaussian rms phase width: 0.2136 rad
Source-formula largest relative error: 4.94e-05
Samples per fringe in synthetic spectrum: 200
Mode 0: true gain 22.000 cm^-1; a 0.9012
  peak/valley 157.835; mean/valley 19.032
  raw gain HP 20.889, Cassidy 21.976 cm^-1
  raw bias HP -1.111, Cassidy -0.024 cm^-1
  small-width bias HP -4.404, Cassidy -0.024 cm^-1
  corrected HP 22.000, Cassidy 22.000 cm^-1
Mode 10: true gain 21.125 cm^-1; a 0.8627
  peak/valley 98.100; mean/valley 13.408
  raw gain HP 20.027, Cassidy 21.091 cm^-1
  raw bias HP -1.098, Cassidy -0.034 cm^-1
  small-width bias HP -3.111, Cassidy -0.034 cm^-1
  corrected HP 21.125, Cassidy 21.125 cm^-1
Mode 20: true gain 18.500 cm^-1; a 0.7566
  peak/valley 37.958; mean/valley 7.134
  raw gain HP 17.529, Cassidy 18.436 cm^-1
  raw bias HP -0.971, Cassidy -0.064 cm^-1
  small-width bias HP -1.678, Cassidy -0.063 cm^-1
  corrected HP 18.500, Cassidy 18.500 cm^-1
Mode 30: true gain 14.125 cm^-1; a 0.6079
  peak/valley 14.569; mean/valley 4.057
  raw gain HP 13.350, Cassidy 14.012 cm^-1
  raw bias HP -0.775, Cassidy -0.113 cm^-1
  small-width bias HP -0.991, Cassidy -0.111 cm^-1
  corrected HP 14.125, Cassidy 14.125 cm^-1
Mode 40: true gain 8.000 cm^-1; a 0.4475
  peak/valley 6.417; mean/valley 2.595
  raw gain HP 7.382, Cassidy 7.823 cm^-1
  raw bias HP -0.618, Cassidy -0.177 cm^-1
  small-width bias HP -0.685, Cassidy -0.174 cm^-1
  corrected HP 8.000, Cassidy 8.001 cm^-1
Largest error, unblurred extraction: 0.0007 cm^-1
Largest error, corrected extraction: 0.0008 cm^-1
Lorentzian half width: 0.2515 rad
Lorentzian bias HP: -5.030 cm^-1
Lorentzian bias Cassidy: -5.030 cm^-1
Near threshold: sigma 0.10 rad, 1-a 1.0e-04
  1-a_HP direct 0.002825, limit law 0.002825
Mean error with 20 samples, sharp: 28.571 %
Mean error with 20 samples, blurred: 0.00272 %
verified
```
